From ion current to erosion rate: sputtering silicon at yield one

**Question**

I am stuck on an exercise about ion beam erosion. It says: "Show that 1 mA per square centimetre of singly charged ions with yield one erodes silicon at about 75 nanometres per minute."

I can turn the current into a number of ions per second, and yield one means that each ion knocks out one silicon atom. After that I have atoms per square centimetre per second, and I don't see how this becomes a thickness. Should I divide by the number of atoms in one surface layer and multiply by the layer spacing? Then the answer would seem to depend on which crystal face is exposed.

I am also uneasy about the density. The bombarded surface is damaged and contains implanted ions, so why should the density of perfect crystalline silicon be the right one? And if I measured 1 mA/cm² on a real target, how far could I trust the 75?

**Answer**

The missing step is a balance of atoms: the silicon that leaves must equal the silicon contained in the thickness that has disappeared. Your layer method is the same balance in another form, and the crystal face drops out of it.

First, the meaning of the given quantities. J is the current density carried to the target by the ions alone, per unit area of the target surface. Each ion carries charge +e. The yield Y is the mean number of silicon atoms permanently lost per arriving ion, so an atom that lands back on the surface does not count. The surface stays flat on average, and the bombardment has lasted long enough for the damaged layer to stop changing.

**Ions per second**

In a time Δt, an area A receives the charge J A Δt. Each ion delivers e, so the number of ions is J A Δt/e. Dividing by A Δt gives the ion flux

Φ = J/e.

With 1 mA/cm² = 1.000 × 10⁻³ C/(cm² s),

Φ = 1.000 × 10⁻³ / (1.602177 × 10⁻¹⁹) = 6.2415 × 10¹⁵ ions/(cm² s).

This is where "singly charged" enters. Ions of charge qe would give Φ = J/(qe), hence half as many ions at the same current if q = 2.

**Atoms per cubic centimetre**

Silicon has the diamond structure. Its cubic cell, of edge a, contains

- 8 corner atoms, each shared by 8 cells: 8 × 1/8 = 1,
- 6 face atoms, each shared by 2 cells: 6 × 1/2 = 3,
- 4 atoms wholly inside the cell: 4.

That makes 8 atoms per volume a³. With a = 0.54310 nm = 5.4310 × 10⁻⁸ cm,

N = 8/a³ = 4.9940 × 10²² atoms/cm³.

**From atoms to thickness**

Let the surface recede by a small distance Δs in the time Δt. The volume that has disappeared is A Δs, and it contained N A Δs atoms. The ions removed Y Φ A Δt atoms. Equating the two,

N A Δs = Y Φ A Δt.

The area cancels. Dividing by N Δt gives the recession rate R = Δs/Δt:

R = YΦ/N = JY/(eN).

The units agree: atoms/(cm² s) divided by atoms/cm³ is cm/s. For Y = 1,

R = 6.2415 × 10¹⁵ / (4.9940 × 10²²) = 1.2498 × 10⁻⁷ cm/s.

One centimetre is 10⁷ nm, so R = 1.2498 nm/s, and multiplication by 60 s/min gives

R = 74.99 nm/min ≈ 75 nm/min,

which is the stated result. Since R is proportional to both J and Y, silicon obeys

R ≈ 75 nm/min × (J in mA/cm²) × Y.

**Why the crystal face drops out**

Now do it your way. Let d be the mean spacing of the atomic layers parallel to the exposed face. The mean is needed because on some faces of silicon, such as (111), narrow and wide gaps alternate. A slab of m layers, with m large, has thickness m d and so contains N m d atoms per unit area. That is N d atoms per layer. The number of layers removed per second is YΦ/(N d), and each lowers the surface by d on average:

R = [YΦ/(N d)] × d = YΦ/N.

A face with closely spaced layers has fewer atoms in each layer, and the two effects cancel. For the (001) face, d = a/4 = 0.1358 nm, and one layer lasts 0.1358/1.2498 = 0.109 s. The orientation can still matter through Y, since the yield of a crystal may depend on the direction in which the ions enter. Here Y is given, so that question does not arise.

**What "yield one" means for individual ions**

It does not require every ion to remove one atom. Many may remove none and a few may remove several. After n ions the expected loss is nY, so the average rate contains the mean alone. The spread produces noise.

Here is a deliberately uneven case. Let an ion remove four atoms with probability 1/4 and none with probability 3/4. The mean is 1, the mean square is 16/4 = 4, and the variance is 4 − 1² = 3. For n independent ions, the relative scatter of the number of atoms removed is √(3n)/n = √(3/n). If the ions arrive at random, the time needed for n arrivals has relative scatter 1/√n. The two are independent, so their squares add, and the measured rate scatters by

√(3/n + 1/n) = 2/√n.

I simulated this on a block of diamond lattice, 20a × 20a in area and 40a deep, with its surface tilted against the crystal axes. Atoms were taken away in order of depth. The 100,000 ions removed 99,564 atoms in 13.571 s, and the surface receded by 16.893 nm. That is 74.69 nm/min, or 0.4% below the formula, while the expected scatter is 2/√100,000 = 0.6%. The simulation tests the atom balance for this one orientation; that other orientations give the same rate at the same yield follows from the cancellation of d above. It says nothing about the value of the yield, which was put in. On a real square centimetre, one minute brings 3.745 × 10¹⁷ ions, and this kind of noise is negligible.

**Why the bulk density, when the surface is damaged?**

Measure depth z from the original surface, and let the present surface be at z = s. Near it the silicon density n(z) differs from N, because implanted ions dilute the silicon or because damage has changed its packing. Define the missing silicon per unit area as

D = ∫ [N − n(z)] dz, from z = s down to undisturbed crystal.

Choose a fixed plane z = L deep in that crystal. Originally there were N L silicon atoms per unit area above it. Now there are N(L − s) − D. The amount lost is the difference:

N L − [N(L − s) − D] = N s + D.

Its rate of change must equal the rate of removal:

N ds/dt + dD/dt = YΦ.

Once the altered layer keeps a constant profile and merely travels inward with the surface, dD/dt = 0. Then ds/dt = YΦ/N, with the bulk density N, whatever the density at the surface may be. The damaged layer loses silicon at its outer side and gains an equal amount from the crystal at its inner side. It is the crystal that gets used up.

The altered layer does leave a trace from the start-up period. Take a deficit that decays with depth,

n(z) = N[1 − δ exp(−(z − s)/w)].

The integral of the exponential from the surface inward is w, so D = Nδw. If Y has been constant from the beginning, the total loss is YΦt = N s + Nδw. Dividing by N gives

s = Rt − δw.

For a rough surface deficit δ = 0.10 and depth w = 3.0 nm, the offset is 0.30 nm. After one minute this is 0.4% of the eroded depth, and it does not grow. In the first few seconds, when the depth is itself a few nanometres, the simple formula is less reliable. The yield may also be changing then, as the surface composition settles.

So composition does affect the steady rate, but through Y: the yield to insert is the number of silicon atoms leaving the altered surface per ion, which may differ from that of a clean crystal.

**The same balance for two elements**

Suppose the target contains elements A and B with bulk densities N_A and N_B. In the steady state each obeys its own balance, with the same recession rate:

R = Y_A Φ/N_A = Y_B Φ/N_B, hence Y_A/Y_B = N_A/N_B.

The atoms therefore leave in the bulk ratio, even if one element is easier to remove. The surface has to adjust to make this possible. In the simple model where Y_A = y_A c_A and Y_B = y_B c_B, with c the surface fractions and y constant coefficients, substitution gives

c_A/c_B = (N_A/N_B)(y_B/y_A).

The more easily removed element becomes depleted at the surface. This assumes that the altered layer has become stationary and that no long-range diffusion supplies one element from the bulk.

**If the beam is tilted**

Suppose J_beam is measured on a plane perpendicular to the beam, and the target normal makes an angle θ with the beam. A target area A intercepts a beam cross-section A cos θ, so the current per target area is J = J_beam cos θ. The recession along the surface normal becomes

R = J_beam Y(θ) cos θ/(eN).

At 60° the flux on the surface is halved. If the yield were held at one, the rate would fall to 37.5 nm/min. In practice the yield changes with angle too, so the cosine alone does not predict the outcome.

**How far to trust the 75 on a real target**

A suitable real case is milling with a broad argon ion beam near 1 keV. A current density of 1 mA/cm² is a reasonable, fairly strong beam, and the silicon yield is roughly of order one. The assumption most in need of checking is the yield itself, since it depends on ion energy, angle and surface condition. Values of 0.5 and 1.5 give 37.5 and 112.5 nm/min at the same current. The other inputs below are also rough, and each effect is taken separately with everything else held fixed.

*Secondary electrons.* An electron leaving the target adds to the measured current just as an arriving positive charge does. With 0.10 electrons per ion, a meter that does not suppress them reads 1.10 times the ion current. A reading of 1 mA/cm² then means 74.99/1.10 = 68.2 nm/min.

*Doubly charged ions.* Let them carry a share 0.10 of the current. The number flux is

Φ = 0.90 J/e + 0.10 J/(2e) = 0.95 J/e,

which gives 71.2 nm/min if all ions have the same yield. A doubly charged ion accelerated through the same voltage has twice the energy, however, so its yield will generally differ. The figure isolates the counting effect.

*Fast neutral atoms.* A beam ion can capture an electron from a gas atom and continue as a fast neutral. It still sputters but no longer appears in the current. For gas density n_g, cross-section σ and path ℓ, the surviving ion fraction is exp(−n_g σ ℓ). At 1.0 × 10⁻⁴ Torr and 300 K, with σ = 2.0 × 10⁻¹⁵ cm² and ℓ = 20 cm, a fraction 0.121 is neutralized. If the current is measured at the target, the number of fast particles, ions and neutrals together, is 1/(1 − 0.121) = 1.14 times the number of ions, and the rate rises by the same factor to 85.3 nm/min. The cross-section is uncertain: a value of 2.9 × 10⁻¹⁵ cm², also in use for argon at 1 keV, gives a fraction 0.17 and about 90 nm/min. All this assumes that the neutrals keep their energy and direction, have the same yield as the ions, and that the slow ions left behind in the gas do not reach the target.

*Residual oxygen.* At 1.0 × 10⁻⁶ Torr of oxygen and 300 K, 3.59 × 10¹⁴ molecules/(cm² s) strike the surface. With two atoms per molecule, the supply is

2 × 3.59 × 10¹⁴ / (6.2415 × 10¹⁵) = 0.115 oxygen atoms per silicon atom removed.

This is an upper limit on the uptake from that gas, reached if every molecule sticks. It is enough to matter for the surface composition and so possibly for Y. At fixed pressure and yield the ratio varies as 1/J: at 0.1 mA/cm² it would be 1.15, and the clean-silicon picture would no longer be safe.

*Heating.* Ions of 1000 eV at 1 mA/cm² deliver 1.00 W/cm². If the target can cool by radiation alone, from both faces with emissivity ε = 0.7 to walls at T_w = 300 K, then

P = 2εσ_SB(T⁴ − T_w⁴),

where P is the beam power per area and σ_SB the Stefan–Boltzmann constant. This gives T = 605 K. The value 0.7 applies to silicon that is opaque in the infrared, such as a heavily doped wafer. A lightly doped wafer about 0.5 mm thick is largely transparent near 600 K, with an emissivity of only about 0.1 to 0.2, and would settle at roughly 710 to 750 K. A target clamped to a cooled holder runs cooler. At any of these temperatures evaporation is irrelevant. For an estimate, let one (001) layer of thickness d = 0.1358 nm leave in each mean escape time of an atom, so that the rate is d ν exp(−E_b/(k_B T)), with k_B the Boltzmann constant. A binding energy E_b = 4.6 eV and an attempt rate ν = 10¹³ per second then give about 4 × 10⁻²⁵ nm/min at 605 K. This hop model is crude: the thermodynamic vapour pressure of silicon gives a rate some 500 times larger, and about 5 × 10⁻¹³ nm/min at 800 K, which is still negligible.

These numbers show what kind of result the 75 nm/min is. For the stated ion current and yield, the arithmetic with the room-temperature density is good to far better than one per cent; thermal expansion of a target at 600 to 800 K lowers N by 0.3 to 0.5 per cent. As a prediction for a real beam, it is no better than the yield and the current measurement put into it. The relation also needs changing if a reactive gas removes silicon without the help of ions, because that loss is not proportional to J and must be added separately.

The main computed values are in the numerical output below.

Computed values

```
Ion current density: 1.000 mA/cm^2
Yield: 1.00 atoms per ion
Elementary charge: 1.602177e-19 C
Lattice parameter: 0.54310 nm
Ion flux: 6.2415e+15 ions/(cm^2 s)
Atomic density, 8 per cell: 4.9940e+22 atoms/cm^3
Atomic density, molar volume: 4.9940e+22 atoms/cm^3
Atomic density, block count: 4.9951e+22 atoms/cm^3
Erosion rate: 1.2498 nm/s
Erosion rate: 74.99 nm/min
Ion dose in one minute: 3.745e+17 ions/cm^2
(001) layer spacing: 0.1358 nm
Time per (001) layer: 0.1086 s
Simulated ions: 100000
Simulated atoms removed: 99564
Simulated time: 13.571 s
Simulated depth: 16.893 nm
Simulated rate: 74.69 nm/min
Rate for yield 0.5: 37.5 nm/min
Rate for yield 1.5: 112.5 nm/min
Rough secondary electrons per ion: 0.10
Rate if they are in the reading: 68.2 nm/min
Rough doubly charged current share: 0.10
Rate with it, equal yield per ion: 71.2 nm/min
Rough working gas pressure: 1.0e-04 Torr
Gas temperature: 300 K
Beam path: 20 cm
Rough charge exchange cross-section: 2.0e-15 cm^2
Fraction of beam neutralized: 0.121
Rate with uncounted neutrals: 85.3 nm/min
Rough silicon deficit at surface: 0.10
Rough altered layer depth: 3.0 nm
Start-up depth offset: 0.30 nm
Rough residual oxygen pressure: 1.0e-06 Torr
Oxygen molecule flux: 3.59e+14 /(cm^2 s)
Oxygen atoms arriving per Si removed: 0.115
Ion energy: 1000 eV
Beam power: 1.00 W/cm^2
Rough emissivity: 0.7
Wall temperature: 300 K
Target temperature, radiation only: 605 K
Rough attempt rate: 1e+13 1/s
Rough binding energy: 4.6 eV
Evaporation rate estimate: 4e-25 nm/min
```
